# Heavy and light holes in the ground level of an acceptor

**Q:** I have an acceptor in a crystal whose valence bands resemble those of germanium. A heavy and a light band meet at $k=0$, with masses $0.333\,m_0$ and $0.0435\,m_0$. Each mass gives its own hydrogen problem, so I expect a heavy-hole ground level bound by 17.7 meV and a light-hole one bound by 2.31 meV. Is there anything wrong with that?

**A:** Let us first write down the Hamiltonian behind your masses. I count hole energy as positive into the band and keep only the four band-edge states, which form a spin $J=3/2$. For isotropic bands and a singly charged acceptor,

$$H=\frac{1}{2m_0}\Big[\big(\gamma_1+\tfrac52\gamma\big)p^2-2\gamma(\mathbf p\cdot\mathbf J)^2\Big]-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}.$$

Measure length in $a_0=a_B\varepsilon\gamma_1$ and energy in $R_0=\mathrm{Ry}/(\varepsilon^2\gamma_1)$, and set $\mu=2\gamma/\gamma_1$ with $0<\mu<1$. Then

$$H=p^2[1-\mu\Lambda(\hat{\mathbf p})]-\frac2r,\qquad \Lambda(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54 .$$

The component $\mathbf n\cdot\mathbf J$ is $\pm3/2$ or $\pm1/2$, so $\Lambda=+1$ or $-1$, and $\Lambda^2=1$. The first case is the heavy branch, with kinetic energy $(1-\mu)p^2$; the second is the light one, with $(1+\mu)p^2$.

Your parameters are $\gamma_1=13$, $\gamma=5$, $\varepsilon=16$. They give $\mu=10/13=0.769$, $R_0=4.088$ meV and $a_0=11.0$ nm. For a kinetic energy $cp^2$, the substitution $r=cr'$ turns $cp^2-2/r$ into $(p'^2-2/r')/c$, with ground-state binding $1/c$. Your two numbers are therefore $1/(1-\mu)=4.333$ and $1/(1+\mu)=0.565$, times $R_0$. They assume that a heavy hole stays heavy.

**Q:** Why should it not? The Coulomb potential does not act on $\mathbf J$.

**A:** That is exactly why it mixes the branches. The potential changes $\mathbf k$ to $\mathbf k'$ and leaves the spinor alone, but "heavy" means $\pm3/2$ along the direction of motion. After a turn by an angle $t$, other than a full reversal, the old spinor is no longer purely heavy.

To find the overlap, take $\mathbf n=\hat{\mathbf z}$ and $\mathbf n'=(\sin t,0,\cos t)$. Then $\Lambda(\mathbf n)$ is diagonal, with entries $1,-1,-1,1$, and the trace of the product needs only the diagonal of $\Lambda(\mathbf n')$. The cross terms in $J_xJ_z$ have no diagonal, and $(J_x^2)_{mm}=(15/4-m^2)/2$. Hence

$$m=\pm\tfrac32:\quad \tfrac34\sin^2t+\tfrac94\cos^2t-\tfrac54=\tfrac12(3\cos^2t-1)\equiv P_2,$$

$$m=\pm\tfrac12:\quad \tfrac74\sin^2t+\tfrac14\cos^2t-\tfrac54=-P_2 .$$

So $\mathrm{Tr}\,\Lambda(\mathbf n)\Lambda(\mathbf n')=4P_2$. With the projectors $P_h=(1+\Lambda)/2$ and $P_l=(1-\Lambda)/2$, and $\mathrm{Tr}\,\Lambda=0$, the overlap probabilities averaged over the two initial heavy spinors are

$$\tfrac12\mathrm{Tr}\,P_hP_h'=\frac{1+P_2}{2}=\frac{1+3\cos^2t}{4},\qquad \tfrac12\mathrm{Tr}\,P_hP_l'=\frac{1-P_2}{2}=\frac{3\sin^2t}{4}.$$

Two separate hydrogen problems would need 1 and 0 at every angle. A bound state contains all directions of $\mathbf k$, so the turning cannot be avoided.

**Q:** Perhaps the mixing only shifts my two levels. Would two ground levels not survive?

**A:** Try the simplest state, a function $f(r)$ times any constant spinor $\chi$. Spherical symmetry gives $\langle p_ip_j\rangle=\delta_{ij}\langle p^2\rangle/3$. Since $\sum_iJ_i^2=15/4$, the average of $(\mathbf p\cdot\mathbf J)^2$ is $\tfrac54\langle p^2\rangle$, and the $\mu$ term cancels. What remains is ordinary hydrogen. The choice $f\propto e^{-r}$ has $\langle p^2\rangle=\langle1/r\rangle=1$, hence energy $1-2=-1$ for all four spinors and for every $\mu$. There is no heavy–light splitting at this stage.

This also bounds the true binding $B$. The variational principle gives $B\ge1$. Because $\Lambda\le1$, we have $H\ge(1-\mu)p^2-2/r$, so $B\le1/(1-\mu)$. Your heavy level is an upper bound. It cannot be reached, because equality would require the comparison problem's ground state, which is an s function times a constant spinor, and for that state $\langle p^2\Lambda\rangle=0$.

**Q:** A trial state can hide a splitting. What happens when the state is allowed to improve?

**A:** Let the spinor follow the position:

$$\psi=[f(r)+g(r)\Lambda(\hat{\mathbf r})]\chi .$$

We need the action of $K=p^2\Lambda(\hat{\mathbf p})=(\mathbf p\cdot\mathbf J)^2-\tfrac54p^2$. For a radial function, $\partial_i\partial_jf=\delta_{ij}f'/r+n_in_j(f''-f'/r)$, where $\mathbf n=\hat{\mathbf r}$. With $p_ip_j=-\partial_i\partial_j$ and $(\mathbf n\cdot\mathbf J)^2=\Lambda+\tfrac54$,

$$Kf=-\frac{15}{4}\frac{f'}r-\big(\Lambda+\tfrac54\big)\Big(f''-\frac{f'}r\Big)+\frac54\Big(f''+\frac{2f'}r\Big)=-\Lambda(\hat{\mathbf r})\Big(f''-\frac{f'}r\Big).$$

The terms without $\Lambda$ cancel: the coefficients of $f'/r$ add to $-\tfrac{15}4+\tfrac54+\tfrac52=0$.

Next comes $K(g\Lambda)$. Since $\Lambda(\mathbf n)=\sum_{ij}(n_in_j-\delta_{ij}/3)J_iJ_j$, its entries are $L=2$ harmonics. A Fourier transform therefore takes $g(r)\Lambda(\hat{\mathbf r})$ to some $\tilde g(k)\Lambda(\hat{\mathbf k})$. There $K$ multiplies by $k^2\Lambda(\hat{\mathbf k})$, and $\Lambda^2=1$ leaves a purely radial function. Hence $K(g\Lambda)=h(r)$. To find $h$, use the fact that $K$ is Hermitian, with any smooth decaying $f$:

$$\int fh\,r^2dr=-\int g\,(r^2f''-rf')\,dr=-\int f\,[(r^2g)''+(rg)']\,dr .$$

The boundary terms vanish for functions finite at the origin. Expanding the bracket gives $r^2g''+4rg'+2g+rg'+g$, so

$$K(g\Lambda)=-\Big(g''+\frac{5g'}r+\frac{3g}{r^2}\Big).$$

Ordinary $p^2$ acts on $g\Lambda$ with the usual $L=2$ centrifugal term, $6g/r^2$. Collecting the parts of $H\psi=E\psi$ without and with $\Lambda$ gives

$$-f''-\frac{2f'}r+\mu\Big(g''+\frac{5g'}r+\frac{3g}{r^2}\Big)-\frac{2f}r=Ef,$$

$$-g''-\frac{2g'}r+\frac{6g}{r^2}+\mu\Big(f''-\frac{f'}r\Big)-\frac{2g}r=Eg .$$

The spinor $\chi$ has dropped out. One radial solution with $f\neq0$ serves four independent choices of $\chi$, and all four energies are equal. Under a rotation of space and spin together, $\psi$ keeps its form and $\chi$ turns as a spin $3/2$, so the total angular momentum is $F=3/2$.

The hydrogen function with $g=0$ does not solve the second equation, because $f=e^{-r}$ gives $f''-f'/r=(1+1/r)e^{-r}\ne0$. The true ground state therefore lies lower, and $1<B<1/(1-\mu)$.

**Q:** Then what is the binding for my parameters, and how do you know that this quartet is the ground level?

**A:** Solving the radial pair numerically gives $B=2.290\,R_0$, or $2.290\times4.088=9.36$ meV. A separate diagonalization in three dimensions used Gaussian orbitals and explicit $\mathbf J$ matrices, without the form assumed for $\psi$. With $L=0,2,4$ its lowest level is $2.2897\,R_0$ and contains four states. With $L=1,3$ the deepest level is bound by only 4.06 meV, and the next even level by 2.78 meV. The quartet is the ground level here, and nothing sits at 17.7 meV.

Weak coupling shows the difference clearly. Replacing $\mu$ by $-\mu$ and $g$ by $-g$ leaves the radial equations unchanged, so $B$ has no term linear in $\mu$. Numerically $B\approx1+0.90\,\mu^2$ for small $\mu$, whereas your levels would separate as $1\pm\mu$. At $\mu=0.2$ the true value is $1.037\,R_0$, against your 1.250 and 0.833.

**Q:** Is the quartet at least a heavy-hole state?

**A:** Mostly, but not purely. In momentum space

$$\psi=[\tilde f(k)+\tilde g(k)\Lambda(\hat{\mathbf k})]\chi=(\tilde f+\tilde g)P_h\chi+(\tilde f-\tilde g)P_l\chi .$$

Averaged over directions, $\Lambda$ vanishes and each projector contributes $1/2$. With $\int(\tilde f^2+\tilde g^2)k^2dk=1$, the weights are

$$W_{h,l}=\tfrac12\int(\tilde f\pm\tilde g)^2k^2dk .$$

They come out as 92% heavy and 8% light. This is a different division from the one by orbital angular momentum, in which $L=2$ carries 27%. The $L=2$ part is not "the light hole": a spinor that follows the direction of motion needs both $L=0$ and $L=2$.

A large heavy weight does not restore your heavy binding. The state gains from the heavy mass by admixing $L=2$, which has its own centrifugal cost, and the binding settles at 9.36 meV.

**Q:** Are there no purely light levels at all?

**A:** There are some, among the excited states. Orbital angular momentum has no component along $\mathbf p$, so $\hat{\mathbf p}\cdot\mathbf F=\hat{\mathbf p}\cdot\mathbf J$. A state with $F=1/2$ can only have $\pm1/2$ along its motion, which means $\Lambda=-1$ throughout. Its Hamiltonian is $(1+\mu)p^2-2/r$, hydrogen with the light mass.

But making $F=1/2$ from $J=3/2$ requires $L=1$ or $L=2$. These have opposite parity and do not mix. The first possible level is therefore $n=2$, $L=1$, with binding $1/[4(1+\mu)]=0.1413\,R_0$, or 0.578 meV. The three-dimensional diagonalization finds it at $0.14130\,R_0$, with two states. The light 1s level is missing because $L=0$ gives only $F=3/2$.

**Q:** Would my picture mislead me about a device at low temperature?

**A:** Compare the free-hole density $p$ at 10 K for $N_a=10^{15}$ cm$^{-3}$, with no donors and the same bands in both pictures. For dilute holes, $p=N_ve^{\zeta/kT}$, where $\zeta$ is the hole chemical potential measured from the band edge. An acceptor holds at most one hole in this model, so the ratio of neutral to ionized acceptors is $Zp/N_v$ with $Z=\sum_i d_ie^{B_i/kT}$, where $d_i$ is the degeneracy. Neutrality makes the ionized density equal to $p$, so

$$\frac{p^2}{N_a-p}=\frac{N_v}{Z}.$$

Here $kT=0.862$ meV and $N_v=3.08\times10^{16}$ cm$^{-3}$. I keep only the ground levels in $Z$; for the quartet, adding the excited levels deeper than $kT$ changes $p$ by less than 1%. The quartet has $Z=4e^{10.86}\approx2.1\times10^5$, so the right side is about $1.5\times10^{11}$ cm$^{-3}$ and $p=1.21\times10^{13}$ cm$^{-3}$. Your two doublets give $p=1.35\times10^{11}$ cm$^{-3}$, too low by a factor of 90. The energy error alone would give $e^{(20.56-10.86)/2}\approx128$; your degeneracy of 2 instead of 4 takes back a factor $\sqrt2$.

**Q:** How close is this to real germanium?

**A:** The parameters are rounded, rough values for germanium, whose common shallow acceptors are bound by roughly 11 to 12 meV. The rounding itself matters: taking $\varepsilon=15.4$ instead of 16 raises the computed binding from 9.36 to 10.10 meV. I estimated the omitted effects one at a time:

- Cubic warping, with $\gamma_2=4.1$ and $\gamma_3=5.6$ and the same average $(2\gamma_2+3\gamma_3)/5=5$, adds 0.56 meV with $L=0,2,4$. That basis is too small for this shift: including $L=6$ and $8$ raises it to 0.68 meV, where it stays up to $L=12$. The level remains fourfold.
- A split-off band 300 meV away adds 0.17 meV.
- Near the ion, screening is incomplete. An extra attraction $-(2/r)(\varepsilon-1)e^{-r/\lambda}$ with $\lambda=0.1$ nm adds 0.54 meV to first order. Solving the radial pair with this attraction included gives 1.01 meV, so first order is not reliable here. Even the larger value is only a scale, because $\lambda$ is assumed: 0.08 nm gives 0.55 meV and 0.12 nm gives 1.79 meV. Nor does it simply add to the other shifts: with the split-off band included, the same attraction with $\lambda=0.1$ nm adds about 1.5 meV. The real correction depends on the dopant.

Through the binding alone, the warping shift of 0.68 meV would multiply $p$ at 10 K by about $e^{-0.68/(2\times0.862)}\approx0.67$. Warping also raises $N_v$ by a factor of 1.17, and $p$ varies nearly as $\sqrt{N_v}$ here, so the net factor is about 0.73. Real crystals also contain some donors; $10^{13}$ cm$^{-3}$ of them would reduce $p$ to $8.0\times10^{12}$ cm$^{-3}$. Treating the acceptors as isolated is reasonable here, since the rms radius is 9.6 nm and the sphere available to each acceptor has a radius of 62 nm. The internal field scale $B/(e\,r_{\rm rms})$ is about 10 kV/cm, but a smaller applied field can pull the hole away: at about 2.4 kV/cm the top of the Coulomb barrier, $-2\sqrt{eF\,e^2/(4\pi\varepsilon_0\varepsilon)}$ in a field $F$, already falls to the unperturbed level $-B$. Neither number is a threshold for impact ionization, which the model does not contain; in real, lightly doped germanium at liquid-helium temperatures that process empties the acceptors at fields of only a few V/cm.

In silicon the split-off gap, roughly 40 meV, is comparable with the acceptor binding, so a four-band estimate is much less safe there.

**Q:** Can anything split the quartet into two levels?

**A:** Uniaxial strain can, because it singles out an axis. For the isotropic bands, a strain that separates the band edges by 0.50 meV splits this acceptor into two doublets 0.28 meV apart; with the warping above and strain along [001], the first-order splitting is about 0.24 meV. Those doublets come from the one mixed quartet, and their separation vanishes with the strain. The 15.4 meV gap in your original picture would have remained in an unstrained crystal. The remaining computed values are in the numerical output below.

## Values computed for the example and the checks

```
gamma1, gamma, eps: 13, 5, 16
mu = 2 gamma/gamma1: 0.7692
heavy, light mass: 0.3333, 0.0435 m0
R0: 4.088 meV;  a0: 11.01 nm
false heavy 1s binding: 4.3333 R0 = 17.72 meV
false light 1s binding: 0.5652 R0 = 2.31 meV
s functions only: 1.0000 R0, states 4
true binding, radial: 2.2898 R0 = 9.36 meV
true binding, 3D: 2.2897 R0, states 4
next even level: 2.78 meV, states 4
lowest odd level: 4.06 meV, states 4
odd F=1/2 level, 3D: 0.14130 R0, states 2
light-mass n=2 formula: 0.14130 R0 = 0.578 meV
mu=0.2: true 1.0374, false heavy 1.2500, false light 0.8333 R0
mu=0.4: true 1.1708, false heavy 1.6667, false light 0.7143 R0
mu=0.6: true 1.5029, false heavy 2.5000, false light 0.6250 R0
(B-1)/mu^2 at mu=0.02, 0.04: 0.8989, 0.9000
heavy, light weight: 0.9202, 0.0798
L=2 weight: 0.2737;  rms radius: 9.61 nm
mean kinetic energy: 2.2897 R0 (virial: 2.2898)
dB/dmu, difference and momentum: 8.166, 8.166 R0
warping gamma2, gamma3: 4.1, 5.6
warping shift of binding: +0.556 meV, states 4
split-off gap 300 meV, shift: +0.174 meV
central-cell range 0.1 nm, shift: +0.543 meV
strain band splitting: 0.50 meV
strained acceptor splitting: 0.281 meV, states 2+2
temperature: 10 K;  kT: 0.8617 meV
acceptors: 1.0e+15 cm^-3;  Nv: 3.078e+16 cm^-3
free holes, true quartet: 1.206e+13 cm^-3
free holes, false doublets: 1.347e+11 cm^-3
ratio true/false: 89.6
with excited levels deeper than kT: 1.204e+13 cm^-3
with donors 1.0e+13 cm^-3: 8.026e+12 cm^-3
Fermi/Boltzmann hole density minus 1: -6.9e-05
acceptor spacing radius: 62.0 nm
ionizing field scale binding/(e rms): 9.7 kV/cm
```
